# Why circular fields preferentially tunnel-ionize counter-rotating p electrons from short-range wells

An electron bound by 1 Ry in a short-range well is exposed to a circularly polarized field with photon energy 0.04 Ry and force amplitude 0.04 Ry/bohr (10.3 V/nm, or $2.8\times10^{13}$ W/cm²). If it occupies the p orbital that circulates against the field, the strong-field approximation in its zero-range form gives an ionization rate 3.20 times that of the orbital circulating with the field. The two orbitals have the same energy and the same density. Moreover, the electron leaves the barrier moving sideways with the rotation, which seems to favour the other orbital. The explanation lies in the sideways momentum at the start of tunnelling, which has the opposite sign.

## Setting and amplitude

Rydberg units are used: $\hbar=1$, electron mass $1/2$, kinetic energy $k^2$. The binding energy is $\kappa^2$. The kinetic momentum of the freed electron is
$$\mathbf k(t)=\mathbf p+A(\cos\omega t,\ \sin\omega t,\ 0),$$
where $\mathbf p$ is the drift momentum. The force is $\mathbf F=d\mathbf k/dt=A\omega(-\sin\omega t,\cos\omega t,0)$. Its amplitude is $f=A\omega$, and it turns anticlockwise. The orbitals $p_\pm$, proportional to $x\pm iy$, therefore co-rotate (+) and counter-rotate (−). The Keldysh parameter is $\gamma=\kappa\omega/f=\kappa/A$.

The strong-field approximation keeps the bound orbital $\phi$ undisturbed until release and neglects the well afterwards. With the interaction $-\mathbf F\cdot\mathbf r$, the amplitude is
$$a=-i\int dt\,e^{iS(t)}\langle\mathbf k(t)|-\mathbf F\cdot\mathbf r|\phi\rangle,\qquad \dot S=k^2+\kappa^2 .$$
In momentum space $\mathbf r$ acts as $i\nabla_k$. Since $\mathbf F=\dot{\mathbf k}$, the matrix element is $-i\,d\tilde\phi(\mathbf k(t))/dt$. Integration by parts, with the boundary terms dropped for a field switched on and off smoothly, gives
$$a=i\int dt\,(k^2+\kappa^2)\,\tilde\phi(\mathbf k)\,e^{iS}.$$

The bound-state equation says that $(k^2+\kappa^2)\tilde\phi$ is minus the Fourier transform of $V\phi$. For a radial well this transform has the angular form of the orbital, so it equals $(k_x\pm ik_y)\,g(k^2)$ with the same $g$ for both orbitals. Taking $g$ constant defines the zero-range form used in the photon sums below. In the tunnelling limit the integral is decided at $k^2=-\kappa^2$, where $g$ has one common value and cancels from the ratio.

## What each photon number contributes

Let $p_\rho$ be the component of $\mathbf p$ in the polarization plane and $\theta=\omega t-\varphi_p$ the field phase measured from its direction. Then
$$k^2=p^2+A^2+2Ap_\rho\cos\theta .$$
The constant part of $\dot S$ is $p^2+A^2+\kappa^2$, and the rest of the integrand is periodic. A long pulse therefore produces electrons at
$$p^2+A^2+\kappa^2=n\omega .$$
The oscillating part of $S$ is $z\sin\theta$ with $z=2Ap_\rho/\omega$, and the orbital factor is $k_x\pm ik_y=e^{\pm i\varphi_p}(p_\rho+Ae^{\pm i\theta})$. With $g$ constant, and apart from common factors and phases,
$$M_\pm=\int_0^{2\pi}\frac{d\theta}{2\pi}\,(p_\rho+Ae^{\pm i\theta})\,e^{i(n\theta+z\sin\theta)} .$$
Because $\int_0^{2\pi} e^{i(l\theta+z\sin\theta)}d\theta/2\pi=(-1)^lJ_l(z)$,
$$M_\pm=(-1)^n\left[p_\rho J_n(z)-AJ_{n\pm1}(z)\right].$$

Now use $J_{n\pm1}=(n/z)J_n\mp J_n'$. The coefficient $An/z$ equals $n\omega/(2p_\rho)=(p^2+A^2+\kappa^2)/(2p_\rho)$. Subtracting it from $p_\rho$, with $p^2=p_\rho^2+p_z^2$, gives
$$(-1)^nM_\pm=\frac{p_\rho^2-p_z^2-A^2-\kappa^2}{2p_\rho}\,J_n(z)\ \pm\ A\,J_n'(z).$$

Both $J_n$ and $J_n'$ are positive here: $n\omega-2Ap_\rho=(p_\rho-A)^2+p_z^2+\kappa^2>0$, so $0<z<n$, which lies below the first maximum of $J_n$. When $p_\rho^2<A^2+\kappa^2+p_z^2$ the first term is negative. It then adds in magnitude to the second term for $p_-$ and opposes it for $p_+$. The counter-rotating orbital wins at every such momentum. At
$$p_\rho^2=A^2+\kappa^2+p_z^2$$
the two magnitudes are equal, and beyond it the preference reverses.

For $\omega=0.1$ Ry, $A=\kappa=1$ and $p_z=0$, the crossing lies at $p=\sqrt2\approx1.414$. Direct integration over a field period gives a ratio of $p_-$ to $p_+$ yields of 2.68 at $p=1.183$, 1.00 at the crossing and 0.48 at $p=1.612$. The preference for the counter-rotating orbital thus refers to the total yield in the tunnelling regime. A detector that accepts only fast electrons can see the opposite sign.

## Complex time and the most probable path

When many photons are needed, the phase integral is governed by the point where $\dot S=0$, that is, $k^2=-\kappa^2$. This requires
$$\cos\theta_s=-\frac{p^2+A^2+\kappa^2}{2Ap_\rho}<-1,$$
which no real time satisfies. The solution that gives an exponentially small amplitude is $\theta_s=\pi+i\tau$ with
$$\cosh\tau=\frac{p^2+A^2+\kappa^2}{2Ap_\rho}.$$

The electron enters the barrier at $\theta=\pi+i\tau$ and leaves it at the real phase $\theta=\pi$. Setting $\theta=\pi+ix$ between these points makes the change of $iS$ real, and the squared amplitude acquires the factor $e^{-\Phi}$, where
$$\Phi=\frac2\omega\int_0^\tau\left(p^2+A^2+\kappa^2-2Ap_\rho\cosh x\right)dx .$$
The exponent is the same for $p_+$ and $p_-$. Their difference comes from the orbital factor at entry. Inserting $e^{\pm i\theta_s}=-e^{\mp\tau}$,
$$|k_x\pm ik_y|=\left|p_\rho-Ae^{\mp\tau}\right| .$$

The most probable momentum minimizes $\Phi$. The integrand vanishes at $x=\tau$, so the change of the upper limit does not contribute:
$$\frac{\partial\Phi}{\partial p_\rho}=\frac4\omega\int_0^\tau(p_\rho-A\cosh x)\,dx=\frac4\omega(p_\rho\tau-A\sinh\tau)=0,$$
while $\partial\Phi/\partial p_z=4p_z\tau/\omega=0$. Hence $p_z=0$ and $p_\rho=A\sinh\tau/\tau$.

Define $s=\sinh\tau$ and $q=\cosh\tau-\sinh\tau/\tau$. At entry the component of $\mathbf k$ along the drift direction is $p_\rho-A\cosh\tau=-Aq$, and the perpendicular component is $A\sin(\pi+i\tau)=-iAs$. The condition $k^2=-\kappa^2$ becomes $A^2(q^2-s^2)=-\kappa^2$, or
$$\gamma^2=s^2-q^2 .$$
The orbital factors are
$$p_\rho-Ae^{-\tau}=A(s-q),\qquad p_\rho-Ae^{\tau}=-A(s+q).$$
At leading order the spread of momenta around the optimum is common to both orbitals, so
$$R(\gamma)=\frac{W_-}{W_+}=\left(\frac{s+q}{s-q}\right)^2 .$$
For $\tau>0$, $q$ is positive because $\tau\cosh\tau-\sinh\tau$ starts from zero and has derivative $\tau\sinh\tau>0$. Also $s>q$ because $\gamma^2>0$. Hence $R>1$ for every $\gamma>0$.

## Why the entry momentum opposes the rotation

Take the drift direction as $x$. At exit the force is $(0,-f)$, so the electron emerges on the negative-$y$ side. Positive $k_x$ there means anticlockwise motion, with the field.

The minimum condition states that $k_x=p_\rho-A\cosh x$ averages to zero over the barrier. In other words, the most probable path has no net sideways displacement. During the passage the turning force nevertheless changes the sideways momentum. From entry to exit, $k_x$ rises from $p_\rho-A\cosh\tau$ to $p_\rho-A$, a gain of $A(\cosh\tau-1)$ in the direction of rotation. A quantity that rises steadily and averages to zero must start negative and end positive:
$$k_x^{\rm entry}=-Aq,\qquad k_x^{\rm exit}=A\left(\frac{\sinh\tau}{\tau}-1\right).$$

The orbital is sampled at entry. There $k_x\pm ik_y=-Aq\pm As$, so the clockwise sideways momentum adds to the tunnelling component for $p_-$ and subtracts for $p_+$. With $q=0$ the two would be equal. Putting the positive exit momentum in place of $-Aq$ would reverse the prediction.

The same picture explains the reversal for fast electrons. For general $\mathbf p$ the entry momentum is
$$p_\rho-A\cosh\tau=\frac{p_\rho^2-p_z^2-A^2-\kappa^2}{2p_\rho},$$
the coefficient of $J_n$ found above. The preference changes sign where the entry momentum does.

## Size of the effect

For the opening example $A=0.04/0.04=1$ and $\gamma=1$. Solving $\gamma^2=s^2-q^2$ gives $\tau=0.9124$, $s=1.0444$ and $q=0.3013$. The sideways momentum is $-0.301\ \hbar$/bohr at entry and $+0.145\ \hbar$/bohr at exit, and
$$R=\left(\frac{1.0444+0.3013}{1.0444-0.3013}\right)^2=3.28 .$$
A numerical minimization of $\Phi$ returns the same drift momentum as the formula, $1.14465\ \hbar$/bohr. Using $p_\rho\tau=A\sinh\tau$, the exponent simplifies to
$$\Phi=\frac{2\tau}{\omega}(\kappa^2+A^2-p_\rho^2)=\frac{2(0.9124)}{0.04}(2-1.3102)=31.5 .$$

The full rate needs no complex time. It is the sum over $n$ of $p\int_{-1}^{1}|M_\pm|^2du$, with $u=p_z/p$; the factor $p$ comes from the density of final states. At fixed $\gamma=1$ its ratio is 3.13, 3.20 and 3.24 for $\omega=0.08$, 0.04 and 0.02 Ry, which is 4.5, 2.5 and 1.3 % below $R$. The error roughly halves with $\omega$. This is expected. Since $\Phi$ is proportional to $1/\omega$, the squared momentum spread around its minimum is proportional to $\omega$, and so is the leading correction to the complex-time evaluation of each amplitude.

The dependence on $\gamma$ is strong:

| $\gamma$ | $R$ |
|---:|---:|
| 0.10 | 1.14 |
| 0.25 | 1.39 |
| 0.50 | 1.91 |
| 1.00 | 3.28 |
| 2.00 | 6.88 |
| 3.00 | 10.8 |

For small $\gamma$, expansion gives $s\approx\tau$, $q\approx\tau^2/2-\tau^2/6=\tau^2/3$ and $\gamma\approx\tau$. The entry momentum is then $-\kappa\gamma/3$, the exit momentum is $+\kappa\gamma/6$, and
$$R\approx\left(\frac{1+\gamma/3}{1-\gamma/3}\right)^2\approx1+\frac{4\gamma}{3}.$$
Within this approximation the preference disappears as $\gamma\to0$, as symmetry demands for undisturbed orbitals. A static force along $y$ is unchanged by the reflection $x\to-x$, which exchanges $p_+$ and $p_-$.

A real field also mixes the two orbitals, because it shifts the p orbital along the force and the one across it by different amounts. The mixing is weak only while the difference between these shifts is much smaller than $2\omega$, the separation of the $p_\pm$ levels in the frame rotating with the field. Where $R$ is close to 1, even slight mixing can reverse the preference. In a still slower field the levels become the p orbitals along and across the force, which ionize at different rates, and $R$ no longer applies. The small-$\gamma$ entries of the table therefore need a field weak enough for this mixing to be negligible.

For large $\gamma$, $q/s=\coth\tau-1/\tau\to1-1/\tau$, so $R\to(2\tau-1)^2$. In the same limit $\gamma^2=2\sinh\tau\cosh\tau/\tau-1-\sinh^2\tau/\tau^2$ approaches $e^{2\tau}/(2\tau)$. Thus $\tau$ grows logarithmically with $\gamma$, and $R$ as the square of that logarithm. Here $\omega$ must be made small first, at fixed $\gamma$. At fixed $\omega$, a sufficiently weak field leaves only the lowest open photon number, and the ratio then stops depending on $\gamma$. At $\gamma=3$, where $\tau=1.98$, the limiting form gives 8.7 instead of 10.8, so it is not yet a useful approximation.

## How far the approximation can be trusted

The photon sum and the complex-time formula share the neglect of the well after release. A calculation without that neglect was made for an electron confined to the polarization plane, in the Gaussian well $V=-V_0e^{-r^2/w^2}$ with $w=1.2$ bohr and $V_0=8.20$ Ry, whose p level lies at −1 Ry. In the frame rotating with the field the Hamiltonian is static,
$$H=(\mathbf p+A\hat{\mathbf x})^2+V(r)-\omega L_z ,$$
where $\mathbf p=-i\nabla$ is now the canonical momentum operator.
Rotating the coordinates into the complex plane turns outgoing waves into decaying ones. The dressed $p_\pm$ levels then acquire complex energies $E-i\Gamma/2$, and $\Gamma$ is the ionization rate.

For comparison, the planar photon sum adds $|M_\pm|^2$ at $p_z=0$ over $n$ with equal weights, because the density of final states in two dimensions does not depend on $p$. At $\omega=0.2$ Ry the ratios are:

| $f$ (Ry/bohr) | $\gamma$ | $\Gamma_-/\Gamma_+$ | planar photon sum | $R$ |
|---:|---:|---:|---:|---:|
| 0.12 | 1.67 | 3.4 | 4.9 | 5.6 |
| 0.16 | 1.25 | 2.4 | 3.6 | 4.1 |

The counter-rotating preference survives, and in these two cases the ratio is larger at the larger $\gamma$. Its size is overestimated. Relative to the full widths, the planar photon sum is too high by 44 % and 52 %, and $R$ by 64 % and 72 %. The step from $R$ to the photon sum reflects the finite photon energy. The remaining difference has two sources. One is the zero-range form, which replaces the Gaussian well's own $g(k^2)$ by a constant. The other is what the strong-field approximation omits, including the pull of the well on the departing electron and the distortion of the orbital by the field. The calculation does not separate these causes. At $f=0.12$ Ry/bohr, where this was checked, the widths change by less than 0.001 % between two rotation angles, so the discrepancy there is not an artefact of that choice.

## Use in practice

In both planar cases above, $R(\gamma)$ gives the correct direction of the effect and its size to within a factor of two. This margin belongs to those two cases. It depends on the well: with $w=1.8$ bohr and the same p level, the width ratio at $f=0.16$ Ry/bohr and $\omega=0.2$ Ry falls to 2.1, about half of $R$. A lower photon energy at the same field does not restore the formula either. At $f=0.16$ Ry/bohr in the $w=1.2$ bohr well the width ratio is 1.5, 1.05 and 0.62 for $\omega=0.1$, 0.05 and 0.02 Ry, against $R=2.2$, 1.5 and 1.18. At the lowest frequency, where the mixing of the two orbitals is no longer negligible, the direction is reversed. At fields of this strength the ratio calls for a calculation that retains the well. A Coulomb tail acts along the whole escape path and is absent from all the numbers here. They should not be transferred to neutral atoms without a calculation that includes it.

Three further points affect an experiment or a simulation.

- **Momentum window.** The yield should be integrated over momentum, or the window compared with the crossing at $p_\rho^2=A^2+\kappa^2+p_z^2$. This position is exact only for constant $g$. In a well of finite range the crossing can shift, so a window close to it needs the actual $g(k^2)$.
- **Level splitting.** The formula assumes equal binding energies. At fixed $A$, $\partial\Phi/\partial\kappa^2=2\tau/\omega$, which is 45.6 per Ry in the opening example. Binding $p_-$ more deeply by about $\ln(3.28)/45.6=0.026$ Ry would cancel its advantage, to first order in the splitting.
- **Orientation of what remains.** For equal, incoherent initial populations and weak depletion, a rate ratio of 3.20 means that $3.20/4.20=76$ % of the electrons removed from the two orbitals come from $p_-$. Reversing the helicity of the field exchanges the roles of the two orbitals.

The numerical output below lists the values at higher precision.

## Calculated quantities

```
WORKED EXAMPLE, binding energy 1 Ry
photon energy = 0.040 Ry = 0.5442 eV
force amplitude = 0.040 Ry/bohr, field = 10.284 V/nm
intensity = 2.808e+13 W/cm^2
A = 1.0000 hbar/bohr, gamma = 1.0000
tau = 0.91243 (dimensionless)
s = 1.04441, q = 0.30131 (dimensionless)
most probable p, formula = 1.14465 hbar/bohr
most probable p, minimized action = 1.14465 hbar/bohr
barrier exponent at that p = 31.4690 (dimensionless)
sideways momentum at entry = -0.30131 hbar/bohr
sideways momentum at exit = 0.14465 hbar/bohr
R = W(-)/W(+) from complex time = 3.2796
FULL PHOTON SUM at gamma = 1
w = 0.08 Ry: ratio = 3.1313, deviation from R = -4.52 %
w = 0.04 Ry: ratio = 3.1987, deviation from R = -2.46 %
w = 0.02 Ry: ratio = 3.2372, deviation from R = -1.29 %
TABLE: gamma, tau, entry and exit momentum (hbar/bohr), R
0.10  0.0999  -0.0333  0.0166  1.1424
0.25  0.2483  -0.0827  0.0412  1.3916
0.50  0.4870  -0.1619  0.0800  1.9057
1.00  0.9124  -0.3013  0.1446  3.2796
1.50  1.2610  -0.4128  0.1913  4.9914
2.00  1.5449  -0.5012  0.2240  6.8838
3.00  1.9786  -0.6309  0.2643  10.8101
(R-1)/gamma at gamma = 0.01 : 1.3422
entry momentum/(kappa gamma) there = -0.3333
exit momentum/(kappa gamma) there = 0.1667
REVERSAL, w = 0.1 Ry, A = 1.0 hbar/bohr, p_z = 0
predicted reversal momentum = 1.4142 hbar/bohr
n = 34: p = 1.1832 hbar/bohr, ratio (-)/(+) = 2.6789
n = 40: p = 1.4142 hbar/bohr, ratio (-)/(+) = 1.0000
n = 46: p = 1.6125 hbar/bohr, ratio (-)/(+) = 0.4821
PLANAR GAUSSIAN WELL, w = 0.2 Ry
well depth = 8.1999 Ry, width parameter = 1.2 bohr
force = 0.12 Ry/bohr, gamma = 1.6667
  width of p(-) = 1.1532e-04 Ry, of p(+) = 3.3755e-05 Ry
  width ratio = 3.416, planar photon sum = 4.924
  complex-time R = 5.609
force = 0.16 Ry/bohr, gamma = 1.2500
  width of p(-) = 8.2876e-04 Ry, of p(+) = 3.4782e-04 Ry
  width ratio = 2.383, planar photon sum = 3.611
  complex-time R = 4.104
error of the rotated field-free level = 3.9e-14 Ry
largest change of width with scaling angle = 0.0003 %
```
